# Scaling with k Points: Adler-Wiser Sum and Supercell Green's Functions: verification in Python

```python
"""
Result under test: for ALL momenta q of a mesh of N k points, the independent-
particle response chi0 costs of order N^2 multiplications by the Adler-Wiser sum,
but N (times a weak log2 N from the FFT) when Green's functions are built on the
Born-von Karman supercell, multiplied pointwise there and transformed back.

Symbols (atomic units): N = k points = cells in the supercell; n_r = grid sites
per cell; n_v, n_c = occupied and empty bands; mu = midgap energy; t = imaginary
time; D = transition energy. Bloch functions obey phi(x+R) = exp(ikR) phi(x) and
are normalized on the sites of one cell. P denotes chi0 / (-2), where 2 is spin.
Arrays over k, q or R carry that index first, followed by x and x'.
chi0 is the change of site occupation per change of site potential.
"""
import numpy as np
from scipy.linalg import expm

# ---------------------------------------------------------------- model crystal
cell_length = 4.0        # bohr
n_r = 8
spacing = cell_length / n_r
potential_cos = 0.5      # hartree
potential_sin = 0.2      # hartree
repulsion = 1.0          # hartree
repulsion_range = 2.0    # bohr
n_v = 1
n_c = n_r - n_v
n_b = n_v + n_c
hopping = 1.0 / (2.0 * spacing**2)
site_x = spacing * np.arange(n_r)
site_potential = (-potential_cos * np.cos(2 * np.pi * site_x / cell_length)
                  + potential_sin * np.sin(4 * np.pi * site_x / cell_length))


def bloch_states(N):
    """Energies and orbitals of the occupied and empty bands on the mesh."""
    h = np.zeros((N, n_r, n_r), complex)
    for j in range(N):
        phase = np.exp(2j * np.pi * j / N)
        h[j] = np.diag(2 * hopping + site_potential)
        for x in range(n_r - 1):
            h[j, x, x + 1] = h[j, x + 1, x] = -hopping
        h[j, n_r - 1, 0] -= hopping * phase
        h[j, 0, n_r - 1] -= hopping * np.conj(phase)
    energy, orbital = np.linalg.eigh(h)
    return (energy[:, :n_v], orbital[:, :, :n_v],
            energy[:, n_v:], orbital[:, :, n_v:])


def supercell_hamiltonian(N):
    """Hamiltonian of the whole ring of N cells, without Bloch's theorem."""
    size = N * n_r
    shift = np.roll(np.eye(size), 1, axis=0)
    return (np.diag(2 * hopping + np.tile(site_potential, N))
            - hopping * (shift + shift.T))


# ------------------------------------- routines for plain or for counted numbers
def fast_transform(f, sign):
    """Radix-2 FFT: sum over the first index with exp(sign 2 pi i j l / N)."""
    n = len(f)
    if n == 1:
        return f
    even = fast_transform(f[0::2], sign)
    odd = fast_transform(f[1::2], sign)
    twiddle = np.exp(sign * 2j * np.pi * np.arange(n // 2) / n)
    turned = odd * twiddle[:, None, None]
    return np.concatenate([even + turned, even - turned])


def direct_transform(f, sign):
    """The same sum carried out term by term."""
    j = np.arange(len(f))
    phases = np.exp(sign * 2j * np.pi * np.outer(j, j) / len(f))
    return (phases @ f.reshape(len(f), -1)).reshape(f.shape)


def bloch_green(orbital, decay):
    """Band sum of phi(x) phi*(x') decay for every k."""
    return (orbital * decay[:, None, :]) @ np.conj(orbital).transpose(0, 2, 1)


def supercell_green(states, mu, t, transform):
    """Empty and occupied Green's functions G(x+R, x') at imaginary time t."""
    e_occ, occ, e_emp, emp = states
    N = len(e_occ)
    g_emp = transform(bloch_green(emp, np.exp(-(e_emp - mu) * t) / N), +1)
    g_occ = transform(bloch_green(occ, np.exp(-(mu - e_occ) * t) / N), +1)
    return g_emp, g_occ


def p_supercell(states, mu, t, transform):
    """P_q(t) from the pointwise product on the supercell."""
    g_emp, g_occ = supercell_green(states, mu, t, transform)
    return transform(g_emp * np.conj(g_occ), -1)


def p_convolution(states, mu, t):
    """P_q(t) from Green's functions that stay in k space."""
    e_occ, occ, e_emp, emp = states
    N = len(e_occ)
    g_emp = bloch_green(emp, np.exp(-(e_emp - mu) * t) / N)
    g_occ = np.conj(bloch_green(occ, np.exp(-(mu - e_occ) * t)))
    return np.array([(np.roll(g_emp, -q, axis=0) * g_occ).sum(axis=0)
                     for q in range(N)])


def p_adler_wiser(states, omega):
    """P_q(i omega) from the explicit sum over k and band pairs."""
    e_occ, occ, e_emp, emp = states
    N = len(e_occ)
    result = []
    for q in range(N):
        gap = np.roll(e_emp, -q, axis=0)[:, :, None] - e_occ[:, None, :]
        weight = (2 * gap / (gap**2 + omega**2) / N).reshape(-1)
        pair = (np.roll(emp, -q, axis=0)[:, :, :, None]
                * np.conj(occ)[:, :, None, :])
        pair = pair.transpose(1, 0, 2, 3).reshape(n_r, -1)
        result.append((pair * weight) @ np.conj(pair).T)
    return np.array(result)


# ---------------------------------------------- numbers that count their products
class CountedNumber:
    """A complex number that registers every multiplication it takes part in."""
    __slots__ = ("value",)
    multiplications = 0

    def __init__(self, value):
        self.value = value

    def __mul__(self, other):
        CountedNumber.multiplications += 1
        return CountedNumber(self.value * getattr(other, "value", other))

    __rmul__ = __mul__

    def __add__(self, other):
        return CountedNumber(self.value + getattr(other, "value", other))

    __radd__ = __add__

    def __sub__(self, other):
        return CountedNumber(self.value - getattr(other, "value", other))

    def conjugate(self):
        return CountedNumber(self.value.conjugate())


to_counted = np.frompyfunc(CountedNumber, 1, 1)


def count(routine, *arguments):
    CountedNumber.multiplications = 0
    routine(*arguments)
    return CountedNumber.multiplications


# ----------------------------------------------- energy range, times, frequencies
e_occ, _, e_emp, _ = bloch_states(4)
mu = 0.5 * (e_occ.max() + e_emp.min())
d_min = e_emp.min() - e_occ.max()
d_max = e_emp.max() - e_occ.min()
n_times = 20
times = np.geomspace(0.1 / d_max, 10.0 / d_min, n_times)


def frequency_grid(n):
    node, weight = np.polynomial.legendre.leggauss(n)
    scale = 2.0
    return scale * (1 + node) / (1 - node), 2 * scale * weight / (1 - node)**2


def cosine_weights(omegas):
    """Weights that turn exp(-D t_j) into 2D/(D^2+omega^2), and largest error."""
    d = np.geomspace(d_min, d_max, 400)
    basis = np.exp(-np.outer(d, times))
    target = 2 * d[:, None] / (d[:, None]**2 + omegas[None, :]**2)
    solution = np.linalg.lstsq(basis, target, rcond=1e-13)[0]
    return solution.T, np.abs(basis @ solution - target).max()


def chi_from_times(states, weights):
    p_times = np.array([p_supercell(states, mu, t, fast_transform)
                        for t in times])
    return -2 * np.tensordot(weights, p_times, axes=(1, 0))


def ring_interaction(N):
    i = np.arange(N * n_r)
    distance = np.abs(i[:, None] - i[None, :])
    distance = np.minimum(distance, N * n_r - distance) * spacing
    return repulsion * np.exp(-distance / repulsion_range)


def rpa_trace(chi, v):
    """Tr[ln(1 - chi v) + chi v] for one matrix."""
    product = chi @ v
    return (np.linalg.slogdet(np.eye(len(v)) - product)[1]
            + np.trace(product).real)


def rpa_energy(chi, quadrature):
    """RPA correlation energy per cell from chi[omega, q, x, x']."""
    N = chi.shape[1]
    v_q = direct_transform(ring_interaction(N)[:, :n_r].reshape(N, n_r, n_r), -1)
    total = 0.0
    for w, chi_w in zip(quadrature, chi):
        total += w * sum(rpa_trace(chi_w[q], v_q[q]) for q in range(N))
    return total / (2 * np.pi * N)


omegas, quadrature = frequency_grid(16)
weights, fit_error = cosine_weights(omegas)
static_weights, static_fit_error = cosine_weights(np.array([0.0]))

print("cell length [bohr]:", cell_length, " sites per cell:", n_r)
print("cosine, sine potential [hartree]:", potential_cos, potential_sin)
print("repulsion [hartree]:", repulsion, " range [bohr]:", repulsion_range)
print("occupied bands:", n_v, " empty bands:", n_c)
print(f"band gap [hartree]: {d_min:.5f}")
print(f"largest transition energy [hartree]: {d_max:.5f}")
print("imaginary times:", n_times, " frequencies:", len(omegas))
print(f"largest error of fitted weights [1/hartree]: {fit_error:.1e}")

# -------------------------------------- does the energy weight factor into bands?
N = 16
states = bloch_states(N)
d_all = states[2].reshape(-1, 1) - states[0].reshape(1, -1)
s_time = np.linalg.svd(np.exp(-d_all), compute_uv=False)
s_freq = np.linalg.svd(2 / d_all, compute_uv=False)
assert s_time[1] / s_time[0] < 1e-13
assert s_freq[1] / s_freq[0] > 1e-3
print(f"2nd/1st singular value, exp(-D t), t=1: {s_time[1] / s_time[0]:.1e}")
print(f"2nd/1st singular value, 2/D: {s_freq[1] / s_freq[0]:.2e}")

# ------------------------ Green's functions against the undivided supercell matrix
h_super = supercell_hamiltonian(N)
e_super, psi_super = np.linalg.eigh(h_super)
filled = psi_super[:, :N * n_v]
projector = filled @ filled.T
identity = np.eye(N * n_r)
green_emp_ref = expm(-(h_super - mu * identity)) @ (identity - projector)
green_occ_ref = expm(h_super - mu * identity) @ projector
g_emp, g_occ = supercell_green(states, mu, 1.0, fast_transform)
green_error = max(
    np.abs(g_emp - green_emp_ref[:, :n_r].reshape(N, n_r, n_r)).max(),
    np.abs(g_occ - green_occ_ref[:, :n_r].reshape(N, n_r, n_r)).max())
assert green_error < 1e-9
print(f"N=16: largest error of supercell G at t=1: {green_error:.1e}")

p_fast = p_supercell(states, mu, 1.0, fast_transform)
assert np.allclose(p_fast, p_convolution(states, mu, 1.0), atol=1e-12)
assert np.allclose(p_fast, p_supercell(states, mu, 1.0, direct_transform),
                   atol=1e-12)

# ------------------------------ chi0 against resolvents, which need no empty states
chi_time = chi_from_times(states, weights)
chi_aw = np.array([-2 * p_adler_wiser(states, w) for w in omegas])
chi_res = []
energy_super = 0.0
v_super = ring_interaction(N)
for w, dw in zip(omegas, quadrature):
    chi_full = np.zeros_like(h_super)
    for level in range(N * n_v):
        psi = psi_super[:, level]
        resolvent = np.linalg.inv(h_super + (1j * w - e_super[level]) * identity)
        chi_full -= 4 * np.outer(psi, psi) * resolvent.real
    energy_super += dw * rpa_trace(chi_full, v_super) / (2 * np.pi * N)
    chi_res.append(direct_transform(chi_full[:, :n_r].reshape(N, n_r, n_r), -1))
chi_res = np.array(chi_res)
chi_scale = np.abs(chi_res).max()
error_time = np.abs(chi_time - chi_res).max() / chi_scale
error_aw = np.abs(chi_aw - chi_res).max() / chi_scale
assert error_aw < 1e-9
assert error_time < 1e-5      # limited by the finite set of imaginary times
print(f"N=16: chi0 error / largest chi0, Adler-Wiser: {error_aw:.1e}")
print(f"N=16: chi0 error / largest chi0, supercell G: {error_time:.1e}")

# ----------------------- static chi0 against the density change of the real system
step = 1e-4


def density(perturbation):
    h = h_super.copy()
    h[0, 0] += perturbation
    orbitals = np.linalg.eigh(h)[1][:, :N * n_v]
    return 2 * (orbitals**2).sum(axis=1)


response = (density(step) - density(-step)) / (2 * step)
chi_static_q = chi_from_times(states, static_weights)[0]
chi_static = (direct_transform(chi_static_q, +1) / N)[:, :, 0].reshape(-1)
assert np.abs(chi_static - response).max() < 1e-5 * np.abs(response).max()
print(f"static chi0(0,0), supercell G [1/hartree]: {chi_static[0].real:.6f}")
print(f"static chi0(0,0), density change [1/hartree]: {response[0]:.6f}")

# ----------------------------------------------------- RPA energies on all meshes
print("RPA correlation energy per cell [hartree]:")
for mesh in (4, 8, 16, 32):
    mesh_states = bloch_states(mesh)
    assert abs(mesh_states[2].min() - mesh_states[0].max() - d_min) < 1e-10
    assert abs(mesh_states[2].max() - mesh_states[0].min() - d_max) < 1e-10
    energy_time = rpa_energy(chi_from_times(mesh_states, weights), quadrature)
    energy_aw = rpa_energy(np.array([-2 * p_adler_wiser(mesh_states, w)
                                     for w in omegas]), quadrature)
    assert abs(energy_time - energy_aw) < 1e-6
    print(f" N={mesh}: Adler-Wiser {energy_aw:.8f}, supercell G {energy_time:.8f}")
    if mesh == N:
        assert abs(energy_time - energy_super) < 1e-6
        omegas_fine, quadrature_fine = frequency_grid(32)
        weights_fine, _ = cosine_weights(omegas_fine)
        energy_fine = rpa_energy(chi_from_times(mesh_states, weights_fine),
                                 quadrature_fine)
        assert abs(energy_fine - energy_time) < 1e-6
print(f" N=16, whole supercell at once: {energy_super:.8f}")

# --------------------------------------- multiplications registered during the runs
print("Multiplications, all q, one frequency or one time:")
table = {}
for mesh in (4, 8, 16, 32):
    a, b, c, d = bloch_states(mesh)
    counted = (a, to_counted(b), c, to_counted(d))
    n_aw = count(p_adler_wiser, counted, 1.0)
    n_conv = count(p_convolution, counted, mu, 1.0)
    n_direct = count(p_supercell, counted, mu, 1.0, direct_transform)
    n_fast = count(p_supercell, counted, mu, 1.0, fast_transform)
    band_sums = mesh * n_b * n_r * (n_r + 1)
    log_n = np.log2(mesh)
    assert n_aw == mesh**2 * n_v * n_c * n_r * (n_r + 2)
    assert n_conv == band_sums + mesh**2 * n_r**2
    assert n_direct == band_sums + mesh * n_r**2 + 3 * mesh**2 * n_r**2
    assert n_fast == band_sums + mesh * n_r**2 * (1 + 1.5 * log_n)
    table[mesh] = (n_aw, n_conv, n_direct, n_fast)
    print(f" N={mesh}: Adler-Wiser {n_aw}, k convolution {n_conv},")
    print(f"   supercell direct sums {n_direct}, supercell FFT {n_fast}")

growth = [table[32][i] / table[16][i] for i in range(4)]
assert growth[0] == 4.0
assert 2.0 < growth[3] < 2.3
assert growth[1] > growth[3] and growth[2] > growth[3]
print("Growth of the count from N=16 to N=32:")
print(f" Adler-Wiser {growth[0]:.3f}, k convolution {growth[1]:.3f}")
print(f" direct sums {growth[2]:.3f}, FFT {growth[3]:.3f}")
print(f"Adler-Wiser / FFT count at N=4: {table[4][0] / table[4][3]:.2f}")
print(f"Adler-Wiser / FFT count at N=32: {table[32][0] / table[32][3]:.2f}")
n_w = len(omegas)
total_aw = n_w * table[32][0]
total_fast = n_times * table[32][3] + n_times * n_w * 32 * n_r**2
print(f"N=32, all {n_w} frequencies, Adler-Wiser: {total_aw}")
print(f"N=32, all times and time-to-frequency step: {total_fast}")
print(f"ratio of these totals: {total_aw / total_fast:.2f}")

print("all assertions hold")
```

Output:

```
cell length [bohr]: 4.0  sites per cell: 8
cosine, sine potential [hartree]: 0.5 0.2
repulsion [hartree]: 1.0  range [bohr]: 2.0
occupied bands: 1  empty bands: 7
band gap [hartree]: 0.49523
largest transition energy [hartree]: 8.21046
imaginary times: 20  frequencies: 16
largest error of fitted weights [1/hartree]: 2.9e-07
2nd/1st singular value, exp(-D t), t=1: 1.4e-16
2nd/1st singular value, 2/D: 2.22e-02
N=16: largest error of supercell G at t=1: 9.3e-14
N=16: chi0 error / largest chi0, Adler-Wiser: 6.8e-12
N=16: chi0 error / largest chi0, supercell G: 2.0e-08
static chi0(0,0), supercell G [1/hartree]: -0.235478
static chi0(0,0), density change [1/hartree]: -0.235478
RPA correlation energy per cell [hartree]:
 N=4: Adler-Wiser -0.02006352, supercell G -0.02006352
 N=8: Adler-Wiser -0.01999104, supercell G -0.01999104
 N=16: Adler-Wiser -0.01999089, supercell G -0.01999089
 N=32: Adler-Wiser -0.01999089, supercell G -0.01999089
 N=16, whole supercell at once: -0.01999089
Multiplications, all q, one frequency or one time:
 N=4: Adler-Wiser 8960, k convolution 3328,
   supercell direct sums 5632, supercell FFT 3328
 N=8: Adler-Wiser 35840, k convolution 8704,
   supercell direct sums 17408, supercell FFT 7424
 N=16: Adler-Wiser 143360, k convolution 25600,
   supercell direct sums 59392, supercell FFT 16384
 N=32: Adler-Wiser 573440, k convolution 83968,
   supercell direct sums 217088, supercell FFT 35840
Growth of the count from N=16 to N=32:
 Adler-Wiser 4.000, k convolution 3.280
 direct sums 3.655, FFT 2.188
Adler-Wiser / FFT count at N=4: 2.69
Adler-Wiser / FFT count at N=32: 16.00
N=32, all 16 frequencies, Adler-Wiser: 9175040
N=32, all times and time-to-frequency step: 1372160
ratio of these totals: 6.69
all assertions hold
```
